Maximum group velocity of a tight-binding chain and its lead broadening

**Question**

A long straight chain has one orbital per site and site spacing a = 0.25 nm. The orbitals are orthogonal, their on-site energy is zero, and neighbouring orbitals are coupled by the matrix element −t, with hopping t = 1 eV. Electron interaction is left out. Time is written τ, since t denotes the hopping. Use ħ = 0.6582 eV fs; 1 nm/fs is 10⁶ m/s.

**(a) Find the energy band E(k) and its width.**

*Answer.* Let ψₙ be the amplitude on site n. A stationary state obeys

E ψₙ = −t (ψₙ₋₁ + ψₙ₊₁).

All sites are equivalent, so try ψₙ = exp(ikna). The neighbouring amplitudes are then ψₙ exp(−ika) and ψₙ exp(ika). Dividing by ψₙ gives

E = −t [exp(−ika) + exp(ika)] = −2t cos(ka).

Adding 2π to ka leaves every ψₙ unchanged, so the range −π < ka ≤ π covers all distinct states. The energy runs from −2t at ka = 0 to +2t at ka = π. The width is 4t = 4 eV, four times the hopping.

**(b) Find the velocity of a wave packet built from a narrow range of k around k₀.**

*Answer.* Each plane wave acquires the phase −Eτ/ħ, so the packet is

ψₙ(τ) = ∫ A(k) exp{i[kna − E(k)τ/ħ]} dk,

with A(k) concentrated near k₀. Put q = k − k₀ and keep the first two terms of the energy, E(k) ≈ E(k₀) + q E′(k₀). Then

ψₙ(τ) ≈ exp{i[k₀na − E(k₀)τ/ħ]} ∫ A(k₀+q) exp{iq[na − E′(k₀)τ/ħ]} dq.

The first factor has modulus one. The integral depends on position and time through na − E′τ/ħ alone, so the envelope moves rigidly at

v = (1/ħ) dE/dk.

The derivative of −2t cos(ka) is +2ta sin(ka), hence

v(k) = (2ta/ħ) sin(ka).

The first neglected term contains E″ = 2ta² cos(ka) and makes the packet spread. It vanishes at ka = π/2.

**(c) Find the maximum group velocity, where in the band it occurs, and its value. Express v through the energy as well.**

*Answer.* Since |sin(ka)| ≤ 1, with equality at ka = ±π/2,

v_max = 2ta/ħ.

The two signs of k give motion to the right and to the left. There cos(ka) = 0, so E = 0: the fastest states lie at the band centre. Numerically,

v_max = 2 × (1 eV) × (0.25 nm) / (0.6582 eV fs) = 0.760 nm/fs.

This is **7.60 × 10⁵ m/s**, or 7.60 × 10⁷ cm/s. It is about 0.25% of the speed of light, so a non-relativistic treatment of the motion is adequate. The electron passes one site in

a/v_max = ħ/(2t) = 0.329 fs.

This time contains no length. At fixed t, a larger spacing raises the speed because each hop covers more ground; in a real wire, stretching also weakens t, and the two changes compete.

To eliminate k, use cos(ka) = −E/(2t). For a right-moving state sin(ka) is positive, so

sin(ka) = √(1 − E²/4t²),

v(E) = (a/ħ) √(4t² − E²).

The velocity vanishes at both band edges. At ka = 0 all amplitudes are equal, and at ka = π they alternate in sign. Both waves can be written with real amplitudes and carry no current.

Reversing the sign of the hopping turns v into −v at each k, and a constant on-site energy drops out of dE/dk. Neither changes the maximum speed.

**(d) Part (b) assumed a narrow range of k. Find the mean velocity of any normalized state, and apply the result to a Gaussian packet of width σ = 15 sites. Can a suitably shaped packet exceed the value in (c)?**

*Answer.* The time-dependent equation is

iħ dψₙ/dτ = −t (ψₙ₋₁ + ψₙ₊₁), so dψₙ/dτ = (it/ħ)(ψₙ₋₁ + ψₙ₊₁).

The probability on site n changes at the rate 2 Re(ψₙ* dψₙ/dτ). Because Re(iz) = −Im z,

d|ψₙ|²/dτ = −(2t/ħ) Im[ψₙ*ψₙ₋₁ + ψₙ*ψₙ₊₁].

Define Jₙ = (2t/ħ) Im(ψₙ*ψₙ₊₁). Since Im(ψₙ*ψₙ₋₁) = −Im(ψₙ₋₁*ψₙ), the rate becomes

d|ψₙ|²/dτ = Jₙ₋₁ − Jₙ.

Thus Jₙ is the flow of probability from site n to site n+1. The mean position is X = a Σ n|ψₙ|². Relabelling n in the first term of the sum gives

dX/dτ = a Σ n(Jₙ₋₁ − Jₙ) = a Σ [(n+1) − n]Jₙ = a Σ Jₙ,

dX/dτ = (2ta/ħ) Im S, with S = Σ ψₙ*ψₙ₊₁.

S is the overlap of the state with itself shifted by one site. Both have norm one, so |S| ≤ 1 by the Cauchy–Schwarz inequality. No normalized state of this chain therefore has a mean speed above 2ta/ħ, whatever its shape.

For the Gaussian take ψₙ = C exp[−m²/(4σ²) + ikna], where m = n − n₀. The product of neighbouring amplitudes contains

m² + (m+1)² = 2(m+½)² + ½,

so that

ψₙ*ψₙ₊₁ = C² exp(ika) exp[−(m+½)²/(2σ²)] exp[−1/(8σ²)].

When σ is many sites, the sum of the shifted Gaussian is very nearly that of the unshifted one, which normalization fixes at 1/C². Therefore

dX/dτ = (2ta/ħ) sin(ka) exp[−1/(8σ²)].

For σ = 15 the last factor is exp(−1/1800) = 0.99944. At ka = π/2 the packet moves at 7.592 × 10⁵ m/s, about 0.06% below v_max, because its range of k includes slower states on both sides. A numerical solution for a 400-site chain, obtained by diagonalizing its matrix and following the packet's mean position for 39.5 fs, gives the same value. At ka = π/6 it gives 3.796 × 10⁵ m/s, half as much, as sin(π/6) = ½ requires.

**(e) In a Green-function calculation a half-infinite piece of this chain serves as a lead. Find its self-energy Σ and broadening Γ = −2 Im Σ inside the band, and relate Γ to the group velocity. What is the transmission when two such leads are joined to a segment of the same chain?**

*Answer.* Let g be the Green function on the end site of the lead. Number the lead sites 1, 2, 3, … from the end. With a unit source on site 1, the first row of (E − H)G = 1 reads

E G₁₁ + t G₂₁ = 1.

The sites from 2 onwards form a lead identical to the first, driven at its end through the coupling −t. Hence G₂₁ = g(−t)G₁₁. Since G₁₁ is itself g,

(E − t²g) g = 1, or t²g² − Eg + 1 = 0.

Inside the band the roots are

g = [E ± i√(4t² − E²)]/(2t²).

The density of states on the end site is −Im g/π and must be positive, which selects the minus sign. Now put E = −2t cos(ka) with 0 < ka < π, so the square root is 2t sin(ka):

g = −[cos(ka) + i sin(ka)]/t = −exp(ika)/t.

A site joined to the lead by −t receives the self-energy

Σ = (−t) g (−t) = t²g = −t exp(ika).

Its imaginary part is −t sin(ka). Comparison with (b) gives

Γ = 2t sin(ka) = ħv/a.

So Γ/ħ = v/a is the number of sites passed per unit time in the lead. The broadening is greatest at the band centre, where it is 2t = 2 eV. It vanishes at the band edges, where carriers in the lead do not move away. Γ/ħ would be the decay rate of a single occupied site if Σ did not depend on energy. Here Σ varies across the band, so the decay of such a site is not a simple exponential.

For a segment of N sites the transmission is

T = Γ_L Γ_R |G₁ₙ|², with n = N.

Eliminating the leads changes nothing in the segment's amplitudes, so this G is that of the infinite chain. A source on one site sends waves outwards, and the amplitude at distance j sites is A exp(ikja). On the source site the equation is

E A + 2tA exp(ika) = 1.

Inserting E = −2t cos(ka) cancels the real part and leaves A = 1/[2it sin(ka)]. Then

T = [2t sin(ka)]² / [2t sin(ka)]² = 1.

A perfect chain transmits fully at every energy inside the band, for slow and fast states alike. The current shows the same independence. Per spin, the right-moving states in an energy interval dE number dk/2π = dE/(2πħv) per unit length. Multiplying by v gives a flow dE/(2πħ), from which the velocity has cancelled. A higher group velocity shortens the transit time but does not raise the ballistic conductance of this one-band wire.

**(f) A student describes the electrons by the effective mass at the band bottom. What speed does this give at ka = π/2, and where is the description adequate?**

*Answer.* For small ka, cos(ka) ≈ 1 − (ka)²/2, so

E ≈ −2t + ta²k².

Equating the second term to ħ²k²/(2m*) gives

m* = ħ²/(2ta²),

which is 0.61 electron masses here. The parabola's speed is ħk/m* = 2ta²k/ħ. At k = π/(2a) this becomes

πta/ħ = 1.19 × 10⁶ m/s,

larger than the true value by the factor π/2 ≈ 1.57. The parabola keeps steepening, whereas the band has its inflection at this point.

In general the ratio of the two speeds at the same k is ka/sin(ka) ≈ 1 + (ka)²/6. An error of 1% relative to the band's speed is reached when (ka)² = 0.06, at an energy t(ka)² = 0.06 eV above the band bottom. Compared instead at the same energy ε above the bottom, the ratio is 1/√(1 − ε/4t) ≈ 1 + ε/8t, and 1% is reached at 0.08 eV. The effective mass suits a few carriers near the bottom, but not a half-filled band.

**(g) The data lie roughly in the regime of a monatomic gold wire, with one s electron per atom. Which speed matters for conduction? Estimate, one at a time, the effect of (i) second-neighbour hopping t₂ = 0.1 eV, (ii) neighbour overlap s = 0.1, and (iii) hoppings that alternate between 1.05 and 0.95 eV.**

*Answer.* N atoms supply N electrons and N values of k. Each k holds two spins, so the lower half of the band is filled, up to |ka| = π/2. The Fermi level is at the band centre. At small bias the net current comes from states near this level, so the speed that matters is the Fermi speed, which in the simple chain equals v_max. The three corrections use assumed round values, with t (or the mean hopping) and a held fixed. They illustrate trends and are not fitted to gold, whose extended 6s orbitals overlap considerably more than 0.1 at this spacing. Write θ = ka.

(i) The band becomes −2t cos θ − 2t₂ cos 2θ. With r = t₂/t,

v/v_max = sin θ + 2r sin 2θ = sin θ (1 + 4r cos θ).

Setting the derivative to zero gives cos θ + 4r cos 2θ = 0. Using cos 2θ = 2cos²θ − 1,

8r cos²θ + cos θ − 4r = 0.

For r = 0.1 the root is cos θ = 0.319, or θ = 0.397π, and the maximum speed is 1.069 v_max.

(ii) Overlap changes the left side of the chain equation to E[ψₙ + s(ψₙ₋₁ + ψₙ₊₁)], so

E = −2t cos θ/(1 + 2s cos θ).

On differentiating the quotient, the terms in sin θ cos θ cancel, leaving

v/v_max = sin θ/(1 + 2s cos θ)².

The maximum satisfies 2s cos²θ − cos θ − 4s = 0. For s = 0.1 the root is cos θ = −0.372, or θ = 0.621π, and the maximum speed is 1.083 v_max. With overlap present a constant on-site energy is no longer harmless, so t here means the hopping when that energy is zero.

In both cases the band still rises steadily from θ = 0 to π, so half filling still ends at θ = π/2. There sin 2θ = 0 and cos θ = 0, and the speed is v_max as before. Taken one at a time, the corrections raise the greatest speed in the band by 7 to 8% but leave the Fermi speed unchanged. This invariance is not general. With t₂ and s together the Fermi speed becomes (1 + 2rs) v_max = 1.02 v_max, and a second-neighbour overlap s₂ added to case (ii) multiplies it by 1/(1 − 2s₂).

(iii) Call the hoppings u = 1.05 eV and w = 0.95 eV. The repeat length is 2a. With amplitudes A and B in each cell,

E A = −[u + w exp(−2iθ)]B, E B = −[u + w exp(2iθ)]A.

Multiplying the two equations gives

E² = u² + w² + 2uw cos 2θ.

The smallest |E| is u − w, at θ = π/2. A gap of 2(u − w) = 0.2 eV opens at the Fermi level. Differentiating E² with respect to k gives the speed

|v| = (2a/ħ) uw|sin 2θ|/|E|.

Now u, w and |E| are the sides of a triangle, and uw|sin 2θ| is twice its area. The quotient is therefore the triangle's height above the side |E|. That height cannot exceed the shorter of the other two sides, and it equals w when w is perpendicular to |E|. Hence the greatest speed is 2aw/ħ = 0.95 v_max.

In a long wire the loss of 5% matters less than the gap. The states next to the gap have zero speed, and the infinite wire is no longer a metal in this model. A short wire behaves differently. At E = 0 the amplitude falls by only w/u per cell, a decay length of 2a/ln(u/w) = 5 nm. Between uniform leads with hopping t, the mid-gap transmission is about 0.89 for 8 sites (2 nm) and 0.45 for 20 sites (5 nm), and it becomes small only for wires several times longer than 5 nm. The simple chain's Fermi speed in a long wire thus depends on equal bonds far more than on the second-neighbour hopping or the neighbour overlap tried here. Whether a given gold wire has equal bonds is not decided by this calculation. Mixing with d orbitals, spin–orbit coupling and electron interaction have not been estimated, so 7.6 × 10⁵ m/s is a property of the model and not a measured speed in gold.

**(h) For the simple half-filled chain, estimate the effect of a temperature of 300 K on the mean speed of the conducting electrons. Then consider scattering with a time τₛ = 25 fs, a rough value for bulk gold at room temperature, in a wire 5 nm long.**

*Answer.* At small bias, conduction samples energies with the weight −df/dE, where f is the Fermi function. The band is symmetric about E = 0, so at half filling the chemical potential stays there. For |E| much smaller than 2t,

v(E) = v_max √(1 − E²/4t²) ≈ v_max (1 − E²/8t²).

The mean of E² is needed. With x = E/(k_BT), the weight is eˣ/(1+eˣ)², which is even in x. For x > 0 it expands as Σ (−1)ᵐ⁺¹ m e⁻ᵐˣ, summed from m = 1. Since ∫₀^∞ x² e⁻ᵐˣ dx = 2/m³,

⟨x²⟩ = 4 Σ (−1)ᵐ⁺¹/m² = 4(π²/12) = π²/3.

The fractional loss of mean speed is therefore

π²(k_BT)²/(24t²) = π² × (0.02585)²/24 = 2.7 × 10⁻⁴.

Thermal smearing is negligible here because v(E) is flat at its maximum and k_BT is small compared with the hopping.

Scattering does not enter dE/dk, so the group velocity is unchanged. It limits how far an electron travels at that velocity:

ℓ = v_max τₛ = 0.760 × 25 nm = 19 nm.

Crossing 5 nm takes 5/0.760 = 6.6 fs. If scattering events are independent, the chance of at least one during the crossing is

1 − exp(−6.6/25) = 0.23.

Most electrons cross without scattering, but the ballistic picture is only approximate at this length. In a wire much longer than 19 nm the net drift is set by repeated scattering, and length divided by v_max no longer gives the transit time. The bulk scattering time is itself a rough guide for a single row of atoms, whose vibrations and contacts differ from those of the bulk metal.
